# The Sham-Schlüter equation and the constant in the Kohn-Sham potential: a numerical check

```python
# Sham-Schlueter equation (SSE) and its linearized exchange-only form (OEP). Hartree units.
# Model: N spin-polarized electrons on an L-point 1D grid, soft-Coulomb interaction w.
# SSE: sum_r' K(r,r') vxc(r') = b(r), K = int dw/2pi Gs(r,r')G(r',r), b = int dw/2pi (Gs Sxc G)(r,r),
#   G, Sxc: exact Green function, xc self-energy at z = mu+i*omega; Gs = (z - T - vs)^-1,
#   vs = vext+vH+vxc. Claims: b - K vxc = n - ns for any vxc; with G->Gs, Sxc->Sx = -w*gamma_s
#   the residual R equals dE/dvs, E = <Phi[vs]|H|Phi[vs]> (OEP); the limits N-+delta fix the
#   constant of vx and vx jumps by Dx = <L|Sx-vx|L> - <H|Sx-vx|H>. Densities: electrons per site.
import numpy as np
from scipy.linalg import null_space
from scipy.optimize import least_squares, minimize, brentq
from scipy.special import expit
from scipy.constants import physical_constants
EV = physical_constants['Hartree energy in eV'][0]

L, N, a = 8, 3, 1.0
Z1, X1, Z2, X2 = 2.0, -1.5, 1.0, 1.5
x = a*(np.arange(L) - (L-1)/2)
I = np.eye(L)
T = (2*I - np.eye(L, k=1) - np.eye(L, k=-1))/(2*a*a)
vext = -Z1/np.sqrt((x-X1)**2+1) - Z2/np.sqrt((x-X2)**2+1)
h0 = T + np.diag(vext)
w1 = 1/np.sqrt((x[:, None]-x[None, :])**2+1)
P = null_space(np.ones((1, L)))          # basis of zero-mean potentials
fN = (np.arange(L) < N)*1.0
zm = lambda v: v - v.mean()
mx = lambda v: np.abs(v).max()

# imaginary-axis quadrature, omega = 0.5 tan(theta)
tg, wg = np.polynomial.legendre.leggauss(240)
th = np.pi/4*(tg+1)
om, wq = 0.5*np.tan(th), np.pi/4*wg*0.5/np.cos(th)**2
fint = lambda X: np.einsum('k,kij->ij', wq, X.real)/np.pi   # int dw/2pi over the whole axis
green = lambda h, mu: np.linalg.inv((mu+1j*om)[:, None, None]*I - h)

# Fock space (Jordan-Wigner)
def cop(i):
    m = np.ones((1, 1))
    for k in range(L):
        m = np.kron(m, np.diag([1., -1.]) if k < i else
                    np.array([[0., 1.], [0., 0.]]) if k == i else np.eye(2))
    return m
c = [cop(i) for i in range(L)]
bits = np.array([[(s >> (L-1-k)) & 1 for k in range(L)] for s in range(2**L)], float)
H0 = sum(h0[i, j]*c[i].T@c[j] for i in range(L) for j in range(L) if h0[i, j] != 0)
idx = {n: np.where(bits.sum(1) == n)[0] for n in (N-1, N, N+1)}
occ = {n: np.array([np.where(bits[s] == 1)[0] for s in idx[n]]) for n in idx}

def exact(w):
    H = H0 + np.diag(0.5*np.einsum('si,ij,sj->s', bits, w-np.diag(np.diag(w)), bits))
    Hs = {n: H[np.ix_(idx[n], idx[n])] for n in idx}
    eg = {n: np.linalg.eigh(Hs[n]) for n in idx}
    psi = np.zeros(2**L); psi[idx[N]] = eg[N][1][:, 0]
    A = [(bits@w[i])[:, None]*c[i] for i in range(L)]        # [c_i, W]
    up = lambda O: np.array([eg[N+1][1].T@(o.T@psi)[idx[N+1]] for o in O])
    dn = lambda O: np.array([eg[N-1][1].T@(o@psi)[idx[N-1]] for o in O])
    E0 = eg[N][0][0]; ep, em = eg[N+1][0]-E0, E0-eg[N-1][0]
    uc, dc = up(c), dn(c)
    def leh(O):
        uo, do = up(O), dn(O)
        return lambda z: (np.einsum('im,jm,km->kij', uo, uc, 1/(z[:, None]-ep))
                          + np.einsum('im,jm,km->kij', do, dc, 1/(z[:, None]-em)))
    gam = np.array([[(c[j]@psi)@(c[i]@psi) for j in range(L)] for i in range(L)])
    ng = {n: eg[n][1][:, 0]**2@bits[idx[n]] for n in idx}
    return dict(H=Hs, E=E0, mup=ep[0], mum=em[0], G=leh(c), F=leh(A), gam=gam, n=ng)

ks = lambda v: np.linalg.eigh(T+np.diag(v))
dens = lambda v, f=fN: ks(v)[1]**2@f
def mid(v, mu):
    e = ks(v)[0]; return v + mu - 0.5*(e[N-1]+e[N])
def solve(fun, p0):
    r = least_squares(fun, p0, method='lm', xtol=1e-15, ftol=1e-15, gtol=1e-15)
    assert mx(r.fun) < 1e-10
    return r.x
invert = lambda n, f=fN: P@solve(lambda p: dens(P@p, f)-n, P.T@vext)
def sse_res(vs, G, S, vH, mu):
    Gs = green(T+np.diag(vs), mu)
    return np.diag(fint(Gs@S@G)) - fint(Gs*G.transpose(0, 2, 1))@(vs-vext-vH)
def lin_parts(vs, w):                    # linearized SSE residual and kernel, Green functions only
    vs = mid(vs, 0.0); Gs = green(T+np.diag(vs), 0.0)
    g = I/2 + fint(Gs)
    R = np.diag(fint(Gs@(-w*g - np.diag(vs-vext-w@np.diag(g)))@Gs))
    return R, fint(Gs*Gs.transpose(0, 2, 1))
lin_res = lambda vs, w: lin_parts(vs, w)[0]
def lin_solve(w, mix=0.3):               # damped self-consistency on  kernel*vx = b
    v = zm(vext)
    for _ in range(500):
        R, ker = lin_parts(v, w)
        if mx(R) < 1e-12: break
        v = v + mix*P@np.linalg.solve(P.T@ker@P, P.T@R)
    assert mx(lin_res(v, w)) < 1e-10
    return v
def Egam(g, w):
    n = np.diag(g); return np.sum(h0*g) + 0.5*n@w@n - 0.5*np.sum(w*g*g)
def hf(w):
    o = ks(vext)[1][:, :N]; g = o@o.T
    for _ in range(5000):
        F = h0 + np.diag(w@np.diag(g)) - w*g
        e, o = np.linalg.eigh(F); gn = o[:, :N]@o[:, :N].T
        if mx(gn-g) < 1e-13: return gn, F, e
        g = 0.5*(g+gn)
    raise AssertionError

# ---- exact SSE
ex = exact(w1); n = ex['n'][N]; vH = w1@n; mu = 0.5*(ex['mup']+ex['mum'])
sig = lambda z: ex['F'](z)@np.linalg.inv(ex['G'](z)) - np.diag(vH)   # equation-of-motion Sxc
z = mu+1j*om; G, S = ex['G'](z), sig(z)
zt = mu+1j*np.array([0.0, 0.3, 3.0])
assert mx(zt[:, None, None]*I-h0-np.diag(vH)-np.linalg.inv(ex['G'](zt))-sig(zt)) < 1e-9
assert mx(sig(np.array([mu+1e4j]))[0].real + w1*ex['gam']) < 1e-6
assert mx(I/2+fint(G)-ex['gam']) < 1e-10
vtry = mid(vext+vH*(N-1)/N+0.1*np.sin(1.3*x+0.4), mu)
Rtry = sse_res(vtry, G, S, vH, mu)
assert mx(Rtry) > 1e-3 and mx(Rtry-(n-dens(vtry))) < 1e-9
vs_inv = invert(n)
vs_sse = P@solve(lambda p: sse_res(mid(P@p, mu), G, S, vH, mu), P.T@vtry)
d_sse = mx(vs_inv-vs_sse); assert d_sse < 1e-7
e_ex = ks(vs_sse)[0]; gks = e_ex[N]-e_ex[N-1]; gap = ex['mup']-ex['mum']; Dxc = gap-gks
for s in (-0.4*gks, 0.4*gks):
    assert mx(sse_res(mid(vs_sse, mu)+s, G, S, vH, mu)) < 1e-9
out = sse_res(mid(vs_sse, mu)+0.5*gks+0.5*(e_ex[N-1]-e_ex[N-2]), G, S, vH, mu).sum()
assert abs(out-1) < 1e-9
vxc_m = vs_sse + ex['mum'] - e_ex[N-1] - vext - vH

# ---- linearized SSE versus OEP
def Edet(v, m):
    amp = np.linalg.det(ks(v)[1][:, :m][occ[m]]); return amp@ex['H'][m]@amp
def grad(f, p, h=2e-5):
    return np.array([(f(p+h*u)-f(p-h*u))/(2*h) for u in np.eye(len(p))])
def minimise(f, p):
    p = minimize(f, p, jac=lambda q: grad(f, q), method='BFGS', options={'gtol': 1e-8}).x
    Hh = np.array([(grad(f, p+1e-3*u)-grad(f, p-1e-3*u))/2e-3 for u in np.eye(len(p))])
    assert np.linalg.eigvalsh(Hh+Hh.T).min() > 0
    for _ in range(4): p = p - np.linalg.solve(Hh, grad(f, p))
    return p, f(p)
def Mmat(v, f):
    e, o = ks(v); g = (o*f)@o.T
    return e, o, g, -w1*g - np.diag(v-vext-w1@np.diag(g))
Gs = green(T+np.diag(vtry), mu); chi = fint(Gs*Gs.transpose(0, 2, 1))
chi_fd = np.array([(dens(vtry+1e-5*u)-dens(vtry-1e-5*u))/2e-5 for u in I]).T
assert mx(chi-chi_fd) < 1e-7 and mx(chi.sum(1)) < 1e-10
assert np.linalg.eigvalsh(P.T@chi@P).max() < 0
e, o, g, M = Mmat(vtry, fN); Mo = o.T@M@o; Rl = lin_res(vtry, w1)
Rsum = sum(2*o[:, i]*o[:, b]*Mo[i, b]/(e[i]-e[b]) for i in range(N) for b in range(N, L))
Rpsi = sum(2*o[:, i]*np.linalg.lstsq(T+np.diag(vtry)-e[i]*I, -(M-Mo[i, i]*I)@o[:, i],
                                     rcond=1e-10)[0] for i in range(N))
d_grad = mx(Rl-grad(lambda v: Edet(v, N), vtry))
assert mx(Rl) > 1e-3 and mx(Rl-Rsum) < 1e-10 and mx(Rl-Rpsi) < 1e-9 and d_grad < 1e-7
assert abs(Edet(vtry, N)-Egam(g, w1)) < 1e-11
vs_lin = lin_solve(w1)
p_oep, E_oep = minimise(lambda p: Edet(P@p, N), P.T@vtry)
d_oep = mx(vs_lin-P@p_oep); assert d_oep < 2e-6
e, o, g, M = Mmat(vs_lin, fN); Mo = o.T@M@o; n_oep = np.diag(g).copy()
vx_m = vs_lin-vext-w1@n_oep + Mo[N-1, N-1]; Dx = Mo[N, N]-Mo[N-1, N-1]
eH, gox = e[N-1]+Mo[N-1, N-1], e[N]-e[N-1]
Ex = lambda v: -0.5*np.sum(w1*Mmat(v, fN)[2]**2)
assert mx(grad(lambda p: Ex(P@p), P.T@vs_lin)-grad(lambda p: vx_m@dens(P@p), P.T@vs_lin)) < 1e-7

# ---- exchange-only without linearization gives the Hartree-Fock density
gh, Fh, eh = hf(w1); muh = 0.5*(eh[N-1]+eh[N]); nh = np.diag(gh); E_hf = Egam(gh, w1)
Gh = green(Fh, muh)
vs_hf = P@solve(lambda p: sse_res(mid(P@p, muh), Gh, -w1*gh, w1@nh, muh), P.T@vtry)
assert mx(vs_hf-invert(nh)) < 1e-7
d_hf = mx(zm(vs_hf-w1@nh)-zm(vs_lin-w1@n_oep)); assert d_hf > 1e-5
assert ex['E'] < E_hf < E_oep - 1e-8
def devs(lam):
    w = lam*w1; vl = lin_solve(w); ref = zm(vl-w@dens(vl))
    return np.array([np.linalg.norm(zm(invert(m)-w@m)-ref)
                     for m in (exact(w)['n'][N], np.diag(hf(w)[0]))])
lam1, lam2 = 0.04, 0.02
ratio = devs(lam1)/devs(lam2); assert np.all(abs(ratio-4) < 0.5)

# ---- finite temperature and the discontinuity
def Wker(e, m, kT):
    f = expit(-(e-m)/kT); de = e[:, None]-e[None, :]+I
    return f, (f[:, None]-f[None, :])/de - np.diag(f*expit((e-m)/kT)/kT)
def resT(v, m, kT, cst=0.0):
    e = ks(v)[0]; f, W = Wker(e, m, kT); e, o, g, M = Mmat(v, f)
    return np.diag(o@(W*(o.T@(M-cst*I)@o))@o.T), np.diag(g)
kT1 = 0.05; et = ks(vtry)[0]; wn = (2*np.arange(20000)+1)*np.pi*kT1
gd = 1/(1j*wn[:, None]-(et-mu))
Wm = 2*kT1*(np.einsum('ki,kj->ij', gd, gd).real + np.sum(1/wn**2)) - 1/(4*kT1)
assert mx(Wm-Wker(et, mu, kT1)[1]) < 1e-8
def Omega(v):
    e, o = ks(v); f = expit(-(e-mu)/kT1); y = (e-mu)/kT1
    Sent = np.sum(np.logaddexp(0, -y)+y*f)
    return Egam((o*f)@o.T, w1) - kT1*Sent - mu*f.sum()
assert mx(resT(vtry, mu, kT1)[0]-grad(Omega, vtry)) < 1e-7
kT, dl = 0.005, 1e-5
def vx_T(excess):                        # particle number N+excess: electrons minus holes
    def run(q):
        v = P@q[:-1]; e = ks(v)[0]
        cnt = lambda m: expit(-(e[N:]-m)/kT).sum()-expit((e[:N]-m)/kT).sum()-excess
        return resT(v, brentq(cnt, e[0]-1, e[-1]+1, xtol=1e-15), kT, q[-1])
    q = solve(lambda q: run(q)[0], np.append(P.T@vs_lin, 0.1))
    return P@q[:-1]+q[-1]-vext-w1@run(q)[1]
vxm_T, vxp_T = vx_T(-dl), vx_T(dl)
assert mx(vxm_T-vx_m) < 1e-3 and mx(vxp_T-vx_m-Dx) < 1e-3
def slope(sg, d=1e-3):
    s = [(minimise(lambda p: (1-t)*Edet(P@p, N)+t*Edet(P@p, N+sg), p_oep)[1]-E_oep)/(sg*t)
         for t in (d, 2*d)]
    return 2*s[0]-s[1]
sm, sp = slope(-1), slope(+1)
assert abs(sm-eH) < 5e-5 and abs(sp-sm-gox-Dx) < 5e-5
def vxc_ens(sg):
    ne = (1-dl)*n+dl*ex['n'][N+sg]; k = N if sg > 0 else N-1
    f = fN.copy(); f[k] += sg*dl; v = invert(ne, f)
    return v+(ex['mup'] if sg > 0 else ex['mum'])-ks(v)[0][k]-vext-w1@ne
jump = vxc_ens(1)-vxc_ens(-1); assert mx(jump-Dxc) < 1e-3

vec = lambda s, v: print(s, ' '.join(f'{u:.4f}' for u in v))
val = lambda s, u: print(f'{s} = {u:.6f} Ha')
ev = lambda s, u: print(f'{s} = {u:.6f} Ha = {u*EV:.3f} eV')
print(f'L = {L} sites, N = {N} electrons, spacing = {a} bohr, hopping = {-T[0,1]} Ha')
print(f'wells: charge {Z1} at {X1} bohr, charge {Z2} at {X2} bohr; softening 1 bohr')
vec('x (bohr):', x); vec('vext (Ha):', vext)
vec('n exact (e/site):', n); vec('n HF (e/site):', nh); vec('n OEP (e/site):', n_oep)
vec('vH exact (Ha):', vH)
vec('vxc SSE, eH=mu- (Ha):', vxc_m); vec('vx OEP, HOMO gauge (Ha):', vx_m)
vec('trial b-K vxc (e/site):', Rtry); vec('trial R = dE/dvs (e/site):', Rl)
vec('KS levels exact, eH=mu- (Ha):', e_ex+ex['mum']-e_ex[N-1])
vec('KS levels OEP, HOMO gauge (Ha):', e+Mo[N-1, N-1])
val('mu- = E(N)-E(N-1)', ex['mum']); val('mu+ = E(N+1)-E(N)', ex['mup']); val('mu used', mu)
val('E exact', ex['E']); val('E HF', E_hf); val('E OEP', E_oep)
val('E OEP - E HF', E_oep-E_hf); val('Ex OEP', Ex(vs_lin))
print(f'max|v SSE - v inversion| = {d_sse:.1e} Ha')
print(f'max|v linear SSE - v minimization| = {d_oep:.1e} Ha')
print(f'max|R - finite-difference dE/dvs| = {d_grad:.1e} e/site')
print(f'summed residual with HOMO above mu = {out:.6f} electrons')
val('max|vx(HF density) - vx OEP|, zero mean', d_hf)
val('max|vxc exact - vx OEP|, zero mean', mx(zm(vxc_m)-zm(vx_m)))
print(f'deviation ratio lambda {lam1}/{lam2}: exact {ratio[0]:.3f}, HF {ratio[1]:.3f}')
print(f'finite-T run: kT = {kT} Ha, delta = {dl:.0e} electrons')
vec('vx(N+delta)-vx(N-delta) (Ha):', vxp_T-vxm_T)
vec('vxc(N+delta)-vxc(N-delta) (Ha):', jump)
val('<H|Sx|H>', o[:, N-1]@(-w1*g)@o[:, N-1]); val('<H|vx-|H>', o[:, N-1]**2@vx_m)
val('<L|Sx|L>', o[:, N]@(-w1*g)@o[:, N]); val('<L|vx-|L>', o[:, N]**2@vx_m)
val('OEP eH (HOMO gauge)', eH); val('dE/dN at N-', sm); val('dE/dN at N+', sp)
val('slope jump', sp-sm); val('HF gap', eh[N]-eh[N-1])
ev('OEP KS gap', gox); ev('Delta_x', Dx); ev('OEP KS gap + Delta_x', gox+Dx)
ev('exact KS gap', gks); ev('Delta_xc', Dxc); ev('fundamental gap', gap)
print('OK')
```

Output:

```
L = 8 sites, N = 3 electrons, spacing = 1.0 bohr, hopping = 0.5 Ha
wells: charge 2.0 at -1.5 bohr, charge 1.0 at 1.5 bohr; softening 1 bohr
x (bohr): -3.5000 -2.5000 -1.5000 -0.5000 0.5000 1.5000 2.5000 3.5000
vext (Ha): -1.0905 -1.6567 -2.3162 -1.8614 -1.6015 -1.6325 -1.1922 -0.8394
n exact (e/site): 0.1885 0.5170 0.5559 0.5031 0.3029 0.4752 0.3611 0.0963
n HF (e/site): 0.1877 0.5202 0.5541 0.5069 0.2990 0.4770 0.3609 0.0942
n OEP (e/site): 0.1891 0.5221 0.5546 0.5071 0.2979 0.4778 0.3584 0.0929
vH exact (Ha): 1.2014 1.5660 1.7537 1.7512 1.6444 1.5510 1.3270 1.0026
vxc SSE, eH=mu- (Ha): -0.5682 -0.7204 -0.6479 -0.7257 -0.5970 -0.6981 -0.6747 -0.4710
vx OEP, HOMO gauge (Ha): -0.5820 -0.7426 -0.6624 -0.7449 -0.5981 -0.7073 -0.6807 -0.4665
trial b-K vxc (e/site): 0.0551 0.0600 -0.0751 0.0031 -0.0247 0.0567 -0.0256 -0.0494
trial R = dE/dvs (e/site): 0.0495 0.0691 -0.0725 -0.0026 -0.0205 0.0521 -0.0175 -0.0577
KS levels exact, eH=mu- (Ha): -0.8390 -0.4704 -0.1292 0.1875 0.4865 0.9305 1.0531 1.2849
KS levels OEP, HOMO gauge (Ha): -0.8526 -0.4798 -0.1422 0.1795 0.4767 0.9213 1.0429 1.2781
mu- = E(N)-E(N-1) = -0.129210 Ha
mu+ = E(N+1)-E(N) = 0.532044 Ha
mu used = 0.201417 Ha
E exact = -2.969807 Ha
E HF = -2.965244 Ha
E OEP = -2.963681 Ha
E OEP - E HF = 0.001562 Ha
Ex OEP = -1.181597 Ha
max|v SSE - v inversion| = 2.3e-15 Ha
max|v linear SSE - v minimization| = 5.4e-10 Ha
max|R - finite-difference dE/dvs| = 3.5e-10 e/site
summed residual with HOMO above mu = 1.000000 electrons
max|vx(HF density) - vx OEP|, zero mean = 0.006346 Ha
max|vxc exact - vx OEP|, zero mean = 0.014672 Ha
deviation ratio lambda 0.04/0.02: exact 4.026, HF 4.164
finite-T run: kT = 0.005 Ha, delta = 1e-05 electrons
vx(N+delta)-vx(N-delta) (Ha): 0.3755 0.3755 0.3755 0.3755 0.3755 0.3755 0.3755 0.3755
vxc(N+delta)-vxc(N-delta) (Ha): 0.3446 0.3446 0.3446 0.3446 0.3446 0.3446 0.3446 0.3446
<H|Sx|H> = -0.683974 Ha
<H|vx-|H> = -0.683974 Ha
<L|Sx|L> = -0.240883 Ha
<L|vx-|L> = -0.616403 Ha
OEP eH (HOMO gauge) = -0.142243 Ha
dE/dN at N- = -0.142243 Ha
dE/dN at N+ = 0.554976 Ha
slope jump = 0.697218 Ha
HF gap = 0.706072 Ha
OEP KS gap = 0.321699 Ha = 8.754 eV
Delta_x = 0.375520 Ha = 10.218 eV
OEP KS gap + Delta_x = 0.697218 Ha = 18.972 eV
exact KS gap = 0.316667 Ha = 8.617 eV
Delta_xc = 0.344587 Ha = 9.377 eV
fundamental gap = 0.661254 Ha = 17.994 eV
OK
```
